# Current Through a Boundary-Driven XX Chain with Bulk Dephasing, part 1

(Sections cited here and not found follow in the second part.)

## Part I. From two sites to closed equations for a coherent chain

### What goes wrong without a length law

Suppose the current through a short chain of quantum sites has been computed, and the current through a long one is wanted. Two extrapolations suggest themselves. One treats the chain as a resistor, so that the current times the length, counted in bonds, is constant. The other treats it as a perfect conductor, so that the current itself is constant. For the chain whose parameters are given in Part II, the first rule, applied to six sites, underestimates the current by a factor that approaches five as the chain becomes very long. The second, using the current without dephasing, overestimates the current through 201 sites by a factor of eleven. A formula is needed that holds at every length and separates the contacts from the bulk.

Brute force does not supply it. The density matrix of $N$ two-level sites has $4^N$ elements. The current, however, needs only averages of two operators, and for this model those averages obey equations of their own.

### The model and its conventions

The algebra uses atomic units, so $\hbar=1$ and a rate has the unit of an energy. Each site $j=1,\dots,N$, with $N\ge2$, is empty or occupied. The operators $\sigma_j^+$ and $\sigma_j^-$ fill and empty it, and $n_j=\sigma_j^+\sigma_j^-$ is its occupation. In spin language $S_j^z=n_j-\tfrac12$, so the particle current is also the current of $S^z$. The Hamiltonian is

$$H=J\sum_{j=1}^{N-1}\left(\sigma_j^+\sigma_{j+1}^-+\sigma_{j+1}^+\sigma_j^-\right),\qquad J\neq0 .$$

The surroundings act through a Lindblad equation,

$$\frac{d\rho}{dt}=-i[H,\rho]+\sum_\mu\left(L_\mu\rho L_\mu^\dagger-\tfrac12\{L_\mu^\dagger L_\mu,\rho\}\right).$$

This assumes surroundings without memory. The left contact has the two operators $\sqrt{\Gamma_Lf_L}\,\sigma_1^+$ and $\sqrt{\Gamma_L(1-f_L)}\,\sigma_1^-$. The right contact has the same pair on site $N$, with $\Gamma_R$ and $f_R$. Both rates are positive and $0\le f_{L,R}\le1$. Every site also has the dephasing operator $\sqrt\gamma\,n_j$, with $\gamma\ge0$.

Multiplying by an operator $O$, taking the trace and moving factors cyclically gives the equation for its average:

$$\frac{d\langle O\rangle}{dt}=\left\langle i[H,O]+\sum_\mu\left(L_\mu^\dagger OL_\mu-\tfrac12\{L_\mu^\dagger L_\mu,O\}\right)\right\rangle. \tag{1}$$

### Two sites

Let $A=\sigma_1^+\sigma_2^-$, so that $H=J(A+A^\dagger)$. Since $A$ adds a particle to site 1, $[n_1,A]=A$ and $[n_1,A^\dagger]=-A^\dagger$. Therefore

$$i[H,n_1]=iJ(A^\dagger-A).$$

The particle current from site 1 to site 2 is the rate at which $H$ removes particles from site 1:

$$I=iJ\left(\langle A\rangle-\langle A^\dagger\rangle\right).$$

Because $H$ conserves $n_1+n_2$, it adds particles to site 2 at the same rate. For the coherence itself,

$$[H,A]=J[A^\dagger,A]=J\left[n_2(1-n_1)-n_1(1-n_2)\right]=J(n_2-n_1).$$

The products $n_1n_2$ cancel, and this is the first sign that the two-operator averages may close.

Next come the contacts. For $O=n_1$, filling contributes $\sigma_1^-n_1\sigma_1^+=1-n_1$, while its anticommutator $\{1-n_1,n_1\}$ vanishes. Emptying contributes $\sigma_1^+n_1\sigma_1^-=0$ and $-\tfrac12\{n_1,n_1\}=-n_1$. With their rates the sum is

$$\Gamma_Lf_L(1-n_1)-\Gamma_L(1-f_L)n_1=\Gamma_L(f_L-n_1).$$

For $O=A$, the terms $L^\dagger AL$ vanish because each contains $\sigma_1^+\sigma_1^+$. The anticommutators are $\{1-n_1,A\}=A$ and $\{n_1,A\}=A$, so the left contact gives $-\tfrac12\Gamma_L[f_L+(1-f_L)]A=-\tfrac12\Gamma_LA$. The right contact gives $-\tfrac12\Gamma_RA$ in the same way.

Since $n_j^2=n_j$, the dephasing term can be written as a double commutator:

$$n_jOn_j-\tfrac12\{n_j,O\}=-\tfrac12[n_j,[n_j,O]]. \tag{2}$$

It vanishes for an occupation. For $A$, site 1 has $[n_1,A]=A$ and site 2 has $[n_2,A]=-A$. Each contributes $-\tfrac12\gamma A$, together $-\gamma A$.

From here on $n_j$ in an equation for averages means $\langle n_j\rangle$. In the steady state,

$$0=\Gamma_L(f_L-n_1)-I,\qquad 0=I+\Gamma_R(f_R-n_2),$$
$$0=iJ(n_2-n_1)-\kappa\langle A\rangle,\qquad \kappa=\gamma+\tfrac12(\Gamma_L+\Gamma_R).$$

The last equation gives $\langle A\rangle=-iJ(n_1-n_2)/\kappa$, which is imaginary. Hence

$$I=iJ\cdot2\langle A\rangle=\frac{2J^2}{\kappa}(n_1-n_2).$$

Adding the three occupation drops, $f_L-n_1=I/\Gamma_L$, $n_1-n_2=\kappa I/(2J^2)$ and $n_2-f_R=I/\Gamma_R$, yields

$$f_L-f_R=I\left[\frac1{\Gamma_L}+\frac1{\Gamma_R}+\frac{\Gamma_L+\Gamma_R}{4J^2}+\frac{\gamma}{2J^2}\right]. \tag{3}$$

The limits make sense. When $J\to0$ the current vanishes as $J^2$. When either contact rate tends to zero the current vanishes too, because particles cannot enter or leave. It also falls when a contact rate is made very large, since rapid exchange destroys the coherence that carries particles across the bond.

### More sites: removing the spin strings

For a longer chain, define

$$c_j=\left(\prod_{l<j}z_l\right)\sigma_j^-,\qquad z_l=1-2n_l .$$

On one site, $c_jc_j^\dagger+c_j^\dagger c_j=1$. For $j<k$, the operator $c_k$ contains $z_j$, which anticommutes with $\sigma_j^\pm$. Thus the $c_j$ are fermion operators. The string factors below $j$ square to one, so

$$c_j^\dagger c_{j+1}=\sigma_j^+z_j\sigma_{j+1}^-=\sigma_j^+\sigma_{j+1}^-,$$

where the last step uses $\sigma_j^+n_j=0$. The Hamiltonian becomes

$$H=\sum_{jk}h_{jk}c_j^\dagger c_k,\qquad h_{j,j+1}=h_{j+1,j}=J,$$

with all other elements of $h$ zero. The quantities to follow are $G_{jk}=\langle c_j^\dagger c_k\rangle$; their diagonal is $G_{jj}=n_j$.

The identity $[c_a^\dagger c_b,c_k]=-\delta_{ak}c_b$ gives $i[H,c_k]=-i\sum_lh_{kl}c_l$. Its adjoint is $i[H,c_j^\dagger]=i\sum_lh_{jl}c_l^\dagger$, because $h$ is real. The product rule then gives

$$\langle i[H,c_j^\dagger c_k]\rangle=i\sum_l\left(h_{jl}G_{lk}-G_{jl}h_{lk}\right)=i[h,G]_{jk}.$$

Dephasing follows from (2). The operator $c_j^\dagger c_k$ with $j\ne k$ changes $n_j$ by $+1$ and $n_k$ by $-1$, so the two sites together give $-\gamma G_{jk}$. Other sites commute with it and give nothing.

At the left contact $\sigma_1^-=c_1$. If neither $j$ nor $k$ is 1, $c_j^\dagger c_k$ commutes with the contact operators and the Lindblad terms cancel. If one index is 1, the two-site calculation applies and gives $-\tfrac12\Gamma_LG_{jk}$. If both are 1, the result is $\Gamma_L(f_L-n_1)$.

The right contact contains a string: $\sigma_N^-=Wc_N$ with $W=\prod_{l<N}z_l$. It drops out for the following reasons.

- If $j,k<N$, the string changes the sign of both factors, so $Wc_j^\dagger c_kW=c_j^\dagger c_k$. What remains commutes with $c_N$, and the Lindblad terms cancel.
- If one index is $N$, the term $L^\dagger OL$ contains a repeated raising or lowering operator at site $N$ and vanishes. The string is absent from $L^\dagger L$, so the damping is $-\tfrac12\Gamma_RG_{jk}$.
- If both indices are $N$, the operator is $n_N$, which contains no string.

Set $\Gamma_1=\Gamma_L$, $\Gamma_N=\Gamma_R$, $f_1=f_L$, $f_N=f_R$, and let $\Gamma_j=0$ elsewhere. Then

$$\frac{dG_{jk}}{dt}=i[h,G]_{jk}-\tfrac12(\Gamma_j+\Gamma_k)G_{jk}-\gamma(1-\delta_{jk})G_{jk}+\delta_{jk}\Gamma_jf_j. \tag{4}$$

There are $N^2$ unknowns in place of $4^N$. As a test, both sides were computed for a random mixed state of four spins with $J=1$, $\Gamma_L=0.7$, $\Gamma_R=1.9$, $f_L=0.95$, $f_R=0.1$ and $\gamma=0.8$. The full spin equation and (4) differ by at most $1.4\times10^{-16}$, which is rounding error.

The closure depends on the Hamiltonian being quadratic. A coupling $V(n_2-\tfrac12)(n_3-\tfrac12)$, for instance, has the commutator $-V c_1^\dagger c_2(n_3-\tfrac12)$ with $c_1^\dagger c_2$, which contains a four-operator term. With such a coupling on every bond and $V=J$, the same random state violates (4) by up to $2.3\times10^{-2}$ in units with $J=1$.

### One steady solution

Let $X$ be the difference of two solutions of (4). The source cancels. In the derivative of $\sum_{jk}|X_{jk}|^2=\mathrm{tr}\,X^\dagger X$, the hopping part is $2\,\mathrm{Re}\{i\,\mathrm{tr}(X^\dagger hX-X^\dagger Xh)\}$. Both traces are real because $h$ is Hermitian, so this part is zero, and

$$\frac{d}{dt}\sum_{jk}|X_{jk}|^2=-\sum_{jk}(\Gamma_j+\Gamma_k)|X_{jk}|^2-2\gamma\sum_{j\ne k}|X_{jk}|^2\le0 .$$

A stationary or undamped oscillating $X$ has a constant norm, so its first row and column must vanish. The equation for $X_{1k}$ then reduces to $iJX_{2k}=0$, and the second row vanishes. The equation for the second row removes the third, and so on. Hence $X=0$. All differences decay, and any steady solution of (4) that is found is the steady solution.

### The coherent chain

Now set $\gamma=0$ and allow any $N$. Written out, the hopping term is

$$i[h,G]_{jk}=iJ(G_{j-1,k}+G_{j+1,k}-G_{j,k-1}-G_{j,k+1}), \tag{5}$$

with elements outside the chain equal to zero. Its diagonal gives $I_{j-1}-I_j$, where

$$I_j=iJ(G_{j,j+1}-G_{j+1,j})$$

is the current from $j$ to $j+1$. In the steady state it is the same on every bond. The two-site answer suggests trying

$$G_{j,j+1}=-\frac{iI}{2J},\qquad G_{j+1,j}=\frac{iI}{2J},\qquad G_{jk}=0\ \text{for}\ |j-k|\ge2. \tag{6}$$

The elements of (4) must be checked one class at a time. For separation two, (5) contains $G_{j+1,j+2}-G_{j,j+1}$, which is zero because the coherences are equal. For separation three or more, every neighbour in (5) is zero. For separation one,

$$0=iJ(n_{j+1}-n_j)+\tfrac12(\Gamma_j+\Gamma_{j+1})\frac{iI}{2J},$$

so

$$n_j-n_{j+1}=\frac{\Gamma_j+\Gamma_{j+1}}{4J^2}I .$$

Elements below the diagonal are complex conjugates. The diagonal end equations are $I=\Gamma_L(f_L-n_1)=\Gamma_R(n_N-f_R)$. Away from the contacts the occupation is flat. Summing the drops gives

$$I_0=\frac{f_L-f_R}{R_c},\qquad R_c=\frac1{\Gamma_L}+\frac1{\Gamma_R}+\frac{\Gamma_L+\Gamma_R}{4J^2}. \tag{7}$$

No $N$ remains. At $N=2$, (7) agrees with (3) at $\gamma=0$.

### A scattering check

The coherent current can also be found by following particles in energy. Let $h_{\rm eff}=h-\tfrac i2\,\mathrm{diag}(\Gamma_j)$ and $u(t)=e^{-ih_{\rm eff}t}$. At $\gamma=0$, integrating (4) over the past gives

$$n_N=\Gamma_Lf_L\int_0^\infty|u_{N1}|^2dt+\Gamma_Rf_R\int_0^\infty|u_{NN}|^2dt .$$

For $f_L=f_R=f$, the solution of (4) is $G=f$ times the unit matrix, so the two integrals with their prefactors add to one. Consequently $n_N-f_R=(f_L-f_R)\Gamma_L\int|u_{N1}|^2dt$. Multiplication by $\Gamma_R$ gives the current. The Fourier transform of $u(t)$ is $i g(E)$, where $g(E)=(E-h_{\rm eff})^{-1}$, and Parseval's identity yields

$$I_0=(f_L-f_R)\int_{-\infty}^{\infty}\frac{dE}{2\pi}\,\Gamma_L\Gamma_R|g_{N1}(E)|^2 .$$

For $J=1$, $\Gamma_L=0.7$ and $\Gamma_R=1.9$, quadrature gives 0.383894 for both three and eight sites. Equation (7) gives $1/R_c=1/(1.4286+0.5263+0.6500)=0.3839$. The transmission changes shape with $N$, while its integral stays fixed.

## Part II. Dephasing, diffusion and the crossover

### Symbols and results carried over

The chain has $N$ sites, hopping $J$, contact rates $\Gamma_L,\Gamma_R$, contact occupations $f_L,f_R$ and dephasing rate $\gamma$, with $\hbar=1$. The matrix $G_{jk}=\langle c_j^\dagger c_k\rangle$ has the occupations $n_j$ on its diagonal. It obeys the closed equation (4), which has one steady solution. The current on a bond is $I_j=iJ(G_{j,j+1}-G_{j+1,j})$. Without dephasing the current is $I_0=(f_L-f_R)/R_c$ at every length, with the contact resistance $R_c$ of (7). The word resistance here means occupation difference divided by particle current.

The two-operator averages obey the closed equation (4), which has one steady solution, and without dephasing the current is $I_0$ at every length. It remains to include dephasing in the long chain and to find the crossover length and the diffusion constant.
